\section*{Charged-Defect Density Frozen into a Chalcogenide Glass}

\section{Problem}

In a chalcogenide glass such as arsenic selenide, most chalcogen atoms have two covalent bonds. A pair of them can convert into charged defects: one atom becomes overcoordinated and positive, $D^+$, and another becomes undercoordinated and negative, $D^-$. A particular glass has $N_0=3\times10^{22}\ \mathrm{cm^{-3}}$ twofold sites. Creating one $D^+$ and one $D^-$ costs $E=0.8$ eV, and the defect population stops adjusting at $T_f=500$ K on cooling. What is the density of each charged species in the cold glass?

The energy $E$ belongs to the whole pair, not to one defect. It is read here as an effective free energy at the freezing density: it includes vibrational entropy, the average effect of energy disorder and the mean Coulomb attraction between defects. Either defect may form on any twofold site, with at most one defect per site and no extra orientation factor. Dopants are absent.

\section{A tempting solution}

A thermally created object of energy $E$ carries a Boltzmann factor $e^{-E/kT}$. There are $N_0$ sites, and $kT_f=0.043087$ eV, so one might write
\begin{equation}
n_{\rm wrong}=N_0e^{-E/kT_f}=2.6\times10^{14}\ \mathrm{cm^{-3}}
\label{wrong}
\end{equation}
and assign this density to each species, since every pair contains one of each.

\section{Where it fails}

The Boltzmann factor is right for one specified arrangement of one pair. The fault is in the number of arrangements. Among $N$ sites, the positive defect has $N$ possible positions and the negative one then has $N-1$. One pair therefore has $N(N-1)$ placements, not $N$. Equation~\eqref{wrong} ties the two defects together, as if the position of one fixed that of the other.

To see the consequence, let $n$ be the density of each species and count all arrangements. For a unit volume,
\begin{equation}
W=\frac{N_0!}{n!\,n!\,(N_0-2n)!}.
\end{equation}
The three factorials in the denominator remove permutations among positive defects, negative defects and normal sites. With Stirling's formula, $\ln m!\simeq m\ln m-m$, the linear terms add to $-N_0+2n+(N_0-2n)=0$, leaving
\begin{equation}
\ln W=N_0\ln N_0-2n\ln n-(N_0-2n)\ln(N_0-2n).
\end{equation}
The free energy density relative to the defect-free network is $F=nE-kT\ln W$. Here $E$ is held fixed, at the effective value appropriate to the final density. Since
\begin{equation}
\frac{d\ln W}{dn}=-2\ln n-2+2\ln(N_0-2n)+2,
\end{equation}
the cost of adding one more pair is
\begin{equation}
\frac{dF}{dn}=E+2kT\ln\frac{n}{N_0-2n}.
\label{cost}
\end{equation}
Insert the density of Eq.~\eqref{wrong}. It is so small that $N_0-2n\simeq N_0$, and the logarithm is $-E/kT$. The result is $dF/dn=E-2E=-0.8$ eV. In a glass with that population each new pair would still lower the free energy by 0.8 eV, so the glass is far from equilibrium.

\section{The right solution}

Equilibrium requires $dF/dn=0$. From Eq.~\eqref{cost},
\begin{equation}
\frac{n^2}{(N_0-2n)^2}=e^{-E/kT}.
\label{massaction}
\end{equation}
The second derivative, $2kT[1/n+2/(N_0-2n)]$, is positive, so this is a minimum. Define $x=e^{-E/2kT}$. The positive square root gives $n=(N_0-2n)x$; collecting the terms in $n$ gives $n(1+2x)=N_0x$, or
\begin{equation}
n=\frac{N_0x}{1+2x}\simeq N_0e^{-E/2kT}\qquad(x\ll1).
\label{density}
\end{equation}
The factor 2 in the exponent has a direct meaning: one payment $E$ buys two independently placed defects, so each bears half of it.

At the freezing temperature,
\begin{align}
\frac{E}{2kT_f}&=\frac{0.8}{2(0.043087)}=9.284,\\
x&=e^{-9.284}=9.29\times10^{-5},\\
n&=(3\times10^{22})(9.29\times10^{-5})
=2.8\times10^{18}\ \mathrm{cm^{-3}}.
\end{align}
This is the density of \emph{each} species, equal to $2.8\times10^{24}\ \mathrm{m^{-3}}$. Both signs together amount to $5.6\times10^{18}\ \mathrm{cm^{-3}}$. About one site in eleven thousand is positive and as many are negative. Dropping the denominator $1+2x$ changes the density by a relative $1.9\times10^{-4}$, which is negligible.

Stirling's formula can be avoided by summing over every possible number of pairs $M$ on a finite set of sites, with weight $W_Me^{-ME/kT}$. For $10^8$ sites the mean of this sum is 0.999973 times the value from Eq.~\eqref{density}. The small deficit is a finite-size effect. In the dilute limit the weights are $z^{2M}/(M!)^2$ with $z=10^8x$, and their mean is $zI_1(2z)/I_0(2z)\simeq z-1/4$, where $I_0$ and $I_1$ are modified Bessel functions. The relative deficit is $1/(4z)=2.7\times10^{-5}$, as found.

\section{Why the two densities are equal}

Pair creation makes equal numbers, but defects can also exchange electrons with the bands. Let $\mu$ be the Fermi level measured from the point where the two charged defects cost the same. Forming $D^+$ gives an electron to the reservoir and forming $D^-$ takes one, so for dilute defects
\begin{equation}
n_\pm=N_0e^{-(E/2\pm\mu)/kT}=n\,e^{\mp\mu/kT}.
\end{equation}
The product $n_+n_-=n^2$ does not depend on $\mu$. Neutrality, $n_++p=n_-+n_e$, fixes the ratio, with $p$ and $n_e$ the hole and electron densities.

Take a gap of 1.8 eV, effective band densities of $10^{20}\ \mathrm{cm^{-3}}$ and $\mu=0$ at 0.2 eV below midgap, all rough choices. At 500 K they give $p=8.8\times10^{12}$ and $n_e=8.2\times10^8\ \mathrm{cm^{-3}}$. The charged-defect densities then differ by $p-n_e$, a relative $3\times10^{-6}$.

Dopants can break the equality. If ionized donors of density $N_d$ are present while the defects equilibrate, neutrality becomes $n_--n_+=N_d$, or
\begin{equation}
2n\sinh(\mu/kT)=N_d.
\end{equation}
For $N_d=0.1n$, $\mu\simeq0.05kT_f=0.002$ eV: the Fermi level hardly moves, and the two densities shift by about 5\% in opposite directions. This is the pinning of the Fermi level by charged defects. In the opposite limit, $N_d\gg n$ but still $N_d\ll N_0$, the negative density approaches $N_d$ and the positive one falls to $n^2/N_d$. The single number asked for is then no longer the density of each species.

Neutral defects $D^0$ must also be rare if the charged ones are to dominate. Let the reaction $2D^0\to D^++D^-$ release an energy $U>0$. Two neutral defects then cost $E+U$, so one costs $(E+U)/2$. Its unpaired spin has two states, and
\begin{equation}
n_0=2N_0e^{-(E+U)/2kT}=2n\,e^{-U/2kT}.
\end{equation}
With the rough choice $U=0.6$ eV, $n_0=5.3\times10^{15}\ \mathrm{cm^{-3}}$ at 500 K, or 0.19\% of one charged species. In this model the gap states are thus plentiful but almost all without unpaired spins. If $U$ fell to a few times $kT_f$, neutral defects would be comparable in number, $0.45n$ at $U=3kT_f$, although the charged densities at $T_f$ would hardly change.

\section{What freezing means}

With $E$ still fixed at 0.8 eV, equilibrium at 300 K would leave $5.7\times10^{15}\ \mathrm{cm^{-3}}$ of each species. The frozen density is 490 times larger, so using the temperature of operation in Eq.~\eqref{density} would be a second serious error.

A simple rate equation shows when the higher density survives. Let oppositely charged defects recombine with coefficient $R(T)$, and let generation balance this at the equilibrium density $n_{\rm eq}(T)$:
\begin{equation}
\frac{dn}{dt}=-R\,(n^2-n_{\rm eq}^2).
\label{rate}
\end{equation}
For a small excess $\delta=n-n_{\rm eq}$ at fixed temperature, $n^2-n_{\rm eq}^2\simeq2n_{\rm eq}\delta$, so the relaxation rate is $2Rn_{\rm eq}$. During cooling at rate $q=-dT/dt$, Eq.~\eqref{density} gives $-d\ln n_{\rm eq}/dt=qE/(2kT^2)$. A convenient definition of $T_f$ is the temperature at which the two rates match, although the population already lags noticeably there:
\begin{equation}
2R(T_f)n_{\rm eq}(T_f)=\frac{qE}{2kT_f^2}.
\label{freeze}
\end{equation}

For a numerical case, take $R\propto e^{-B/kT}$ with $B=3$ eV and choose $q$ so that Eq.~\eqref{freeze} holds at 500 K. Integrating Eq.~\eqref{rate} from 600 to 300 K gives a final density 1.20 times $n_{\rm eq}(T_f)$; between 400 and 300 K it changes by less than one part in $10^4$. The lock is therefore real in this model, but a sharp $T_f$ carries an error of about 20\% (18 to 22\% for barriers from 1 to 4 eV). For cooling at 1 K/s, $B=3$ eV implies a prefactor near $10^{28}\ \mathrm{s^{-1}}$ for the relaxation rate, far above a vibration frequency. It is thus an apparent activation energy near the glass transition, and keeping it unchanged down to 300 K is an assumption of the model. Two effects compete. A falling $n$ requires $n>n_{\rm eq}$ in Eq.~\eqref{rate}, so the population is already too high at $T_f$; recombination below $T_f$ then removes some of the excess.

Now cool ten times more slowly, with $B$, $E$ and the prefactor of $R$ unchanged. The product $Rn_{\rm eq}$ varies as $e^{-(B+E/2)/kT}$, and Eq.~\eqref{freeze} gives, for the new freezing temperature $T_f'$,
\begin{equation}
\frac{B+E/2}{k}\left(\frac1{T_f'}-\frac1{T_f}\right)
=\ln10+2\ln\frac{T_f'}{T_f}.
\end{equation}
Its solution is $T_f'=486$ K. Equation~\eqref{density} then predicts a density lower by a factor 0.768, and the integrated rate equation gives the same factor to three digits. Thermal history enters the answer, though only through a modest shift of $T_f$ for this barrier.

\section{How firm is the number?}

Taking the logarithm of $n=N_0e^{-E/2kT}$ and differentiating at constant $N_0$ gives
\begin{equation}
\frac{\partial\ln n}{\partial E}=-\frac1{2kT},\qquad
\frac{\partial\ln n}{\partial T}=\frac{E}{2kT^2}.
\end{equation}
Lowering $E$ by 0.05 eV at fixed $T_f$ raises $n$ by a factor 1.79. Raising $T_f$ by 10 K at fixed $E$ raises it by a factor 1.20. The second digit of the result therefore has meaning only if the stated inputs are taken as exact. An error of 0.1 eV in the pair energy alone changes $n$ by a factor of 3.2.

\subsection{Energy disorder}

Sites in a glass are not equivalent. Suppose 0.8 eV were the average pair energy, and each defect's energy had an independent Gaussian spread $s$. While occupation stays dilute, each species' Boltzmann factor is averaged over sites. Completing the square in the Gaussian integral gives
\begin{equation}
\left\langle e^{-\delta/kT}\right\rangle=
\int\frac{d\delta}{\sqrt{2\pi}\,s}\,
e^{-\delta^2/2s^2-\delta/kT}=e^{s^2/2(kT)^2}.
\end{equation}
For $s=0.05$ eV the factor is 1.96, because low-energy sites gain more than high-energy sites lose. The same change follows from lowering the pair energy by $s^2/kT_f=0.058$ eV, which is how disorder enters the effective $E$.

\subsection{Coulomb attraction}

A larger change arises if 0.8 eV is read instead as the energy $E_{\rm iso}$ of two defects far apart in an otherwise defect-free glass. Let the relative permittivity be 10. The distance at which the attraction equals $kT_f$ is
\begin{equation}
b=\frac{e^2}{4\pi\varepsilon kT_f}=3.34\ \mathrm{nm},
\end{equation}
about 0.6 of the mean spacing of 5.6 nm found for the ideal population. Attraction cannot then be small.

An estimate treats opposite defects closer than $a=b/2$ as bound pairs and the rest as separated ions. Write $z=N_0e^{-E_{\rm iso}/2kT_f}$. The density of bound pairs is $z^2$ times the Boltzmann factor of the attraction, integrated over their separation from a contact distance $r_0$:
\begin{equation}
n_b=Kz^2,\qquad K=4\pi\int_{r_0}^{b/2}r^2e^{b/r}\,dr.
\label{bound}
\end{equation}

For the separated ions, linear screening gives a potential $Ae^{-\kappa r}/r$ outside radius $a$, where $\kappa^2=8\pi bn_s$ and $n_s$ is the density of each sign. Matching the field of a charge $Q$ at $r=a$ gives $A=Qe^{\kappa a}/[4\pi\varepsilon(1+\kappa a)]$. Subtracting the ion's own potential leaves that of its screening cloud,
\begin{equation}
\frac{Q}{4\pi\varepsilon a}\left(\frac1{1+\kappa a}-1\right)
=-\frac{Q\kappa}{4\pi\varepsilon(1+\kappa a)}.
\end{equation}
Building up the charge from zero to $Q$ at fixed $\kappa$ supplies a factor $1/2$ in the energy. With $|Q|=e$, the separated density satisfies
\begin{equation}
n_s=\frac z\gamma,\qquad
\ln\gamma=-\frac{b\kappa}{2(1+\kappa a)}.
\end{equation}

For $E_{\rm iso}=0.8$ eV this gives $n_s=4.6\times10^{18}\ \mathrm{cm^{-3}}$. With $r_0=0.4$ nm, $K=1069\ \mathrm{nm^3}$ and $n_b=8.3\times10^{18}\ \mathrm{cm^{-3}}$. The total of each sign, $n_s+n_b$, is $1.3\times10^{19}\ \mathrm{cm^{-3}}$, or 4.6 times the ideal result. With $r_0=0.5$ nm it is $9.3\times10^{18}\ \mathrm{cm^{-3}}$, 3.3 times the ideal result. Conversely, a total of $2.8\times10^{18}\ \mathrm{cm^{-3}}$ requires $E_{\rm iso}=0.88$ or 0.87 eV for the two contact distances. That is the difference between the isolated-pair energy and the effective 0.8 eV used in the solution.

These figures show the size of the effect and are not a refined prediction. A continuum permittivity is doubtful at atomic distances, and the screening length, 1.6 nm, is no longer than the pair cutoff, 1.7 nm, so linear screening is strained.

The bound pairs also clarify the wrong solution. Since $z^2=N_0^2e^{-E_{\rm iso}/kT_f}$, Eq.~\eqref{bound} can be written
\begin{equation}
n_b=(N_0K)\,N_0e^{-E_{\rm iso}/kT_f}.
\end{equation}
The full pair energy does appear in the exponent when the partners stay together. But $N_0K=30\times1069\simeq3.2\times10^4$ for $r_0=0.4$ nm. This factor counts the available partner positions and their binding, both absent from Eq.~\eqref{wrong}. The tempting formula therefore fails for bound pairs too, unless each site has one allowed partner and $E$ already includes the binding.

\section{Reading the result for a real glass}

The site density and freezing temperature lie in the rough regime of arsenic selenide glasses, while the pair energy is an assumed value. These glasses have a few $10^{22}$ atoms per cubic centimetre and a glass transition near 450 K. The chosen $T_f$ is somewhat high for them, and $N_0$ is high if only the selenium atoms are counted; $n$ scales in proportion to $N_0$ at fixed effective $E$. At fixed $E_{\rm iso}$ it rises faster, roughly as $N_0^{1.5}$ to $N_0^{1.7}$ in the estimate above with $r_0=0.4$ nm, because bound pairs scale as $N_0^2$. A cube of the model glass 20 nm on a side, a size relevant to a small memory cell, holds on average 22 defects of each sign. If they were placed independently, the number of one sign would fluctuate by about $\sqrt{22}\simeq5$ from cube to cube; this holds for a cube cut from a larger glass. A cell that stays neutral makes its defects in pairs, and the weights $z^{2M}/(M!)^2$ then give a spread of 3.3. Coulomb correlations would alter both figures.

Independent placement is not a safe assumption for real charged defects. In the estimate above, with permittivity 10 and a contact distance of 0.4 to 0.5 nm, Coulomb attraction raises the density by a factor of three to five if 0.8 eV is an isolated-pair energy. The factor depends steeply on both choices: it is 12.5 for $r_0=0.3$ nm, and at $r_0=0.4$ nm it is 16.5 for permittivity 8 and 2.6 for permittivity 12. Energy disorder can matter as much if 0.8 eV is an average: its factor $e^{s^2/2(kT_f)^2}$ is 1.96 for $s=0.05$ eV but 5.6 for $s=0.08$ eV (5.5 once filling of the lowest-energy sites is counted; for wider spreads the dilute formula overestimates more). Processing matters as well: a melt-quenched cell cools much faster than a bulk glass and should freeze at a higher temperature, while a film deposited cold may never have reached the equilibrium on which Eq.~\eqref{density} rests. For such a film, $T_f$ would be a fitted label and not a temperature at which the defects equilibrated. Most of the values behind these estimates are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Site density N0: 3.000e+22 cm^-3
Effective pair free energy E: 0.800 eV
Freezing temperature Tf: 500.0 K
Thermal energy kTf: 0.043087 eV
Exponent E/(2kTf): 9.2836 (no unit)
Site fraction x of each sign: 9.2935e-05 (no unit)
Density of each charged species: 2.7880e+18 cm^-3
Same density converted: 2.7880e+24 m^-3
Density of both signs together: 5.5761e+18 cm^-3
Relative reduction by site depletion: 1.858e-04 (no unit)
Explicit sum divided by depleted formula: 0.9999731
Wrong density if factor 2 is omitted: 2.591e+14 cm^-3
Mean spacing, both signs: 5.639 nm
Mean number of each sign in 20 nm cube: 22.30
Equilibrium density of each sign at 300 K: 5.720e+15 cm^-3
Frozen / 300 K equilibrium density: 487.4
Assumed U: 0.60 eV; neutral density: 5.278e+15 cm^-3
Neutral / one charged species: 1.893e-03
Assumed gap: 1.80 eV; band density: 1.0e+20 cm^-3
Assumed equal-energy point below midgap: 0.20 eV
Hole density at Tf: 8.796e+12 cm^-3
Electron density at Tf: 8.175e+08 cm^-3
Relative difference of charged densities: 3.155e-06
Assumed relaxation barrier: 3.00 eV
Cooling simulation / sharp-freezing density: 1.1985
Freezing temperature, 10 times slower cooling: 486.16 K
Simulated density ratio, slow / reference: 0.7678
Predicted density ratio, slow / reference: 0.7678
Density factor for E lower by 0.05 eV: 1.786
Density factor for Tf higher by 10 K: 1.200
Assumed spread per centre: 0.050 eV; factor: 1.961
Assumed relative permittivity: 10.0 (no unit)
Coulomb length b: 3.342 nm; pair cutoff b/2: 1.671 nm
Screening length for isolated E = 0.8 eV: 1.601 nm
Contact 0.4 nm, association K: 1068.8 nm^3
  Separated centres of each sign: 4.646e+18 cm^-3
  Bound pairs: 8.308e+18 cm^-3
  Total of each sign: 1.295e+19 cm^-3
  Total / ideal density: 4.65
  Isolated-pair E matching ideal density: 0.8824 eV
Contact 0.5 nm, association K: 601.4 nm^3
  Separated centres of each sign: 4.646e+18 cm^-3
  Bound pairs: 4.674e+18 cm^-3
  Total of each sign: 9.321e+18 cm^-3
  Total / ideal density: 3.34
  Isolated-pair E matching ideal density: 0.8694 eV
\end{verbatim}
